# When cubic (001) and (111) films have equal equibiaxial moduli

## Result

A cubic crystal has stiffnesses \(C_{11},C_{12},C_{44}\). A film of it has a traction-free top face and carries the same in-plane strain \(e\) in every direction. Its equibiaxial modulus \(M\) is the in-plane stress divided by \(e\). With

\[
B=C_{11}+2C_{12},\qquad H=2C_{44}-C_{11}+C_{12},
\]

the moduli of the (001) and (111) films obey

\[
M_{111}-M_{001}=\frac{B^2H}{C_{11}(B+4C_{44})}.
\]

If the crystal is elastically stable, every factor except \(H\) is positive. The two moduli are therefore equal if and only if \(C_{11}-C_{12}=2C_{44}\), and otherwise the (111) film is the stiffer one when \(2C_{44}>C_{11}-C_{12}\).

The film is taken as a uniform single crystal with small strains and linear elasticity. Tension is positive, and \(\varepsilon_{ij}\) denotes tensor shear strain, half the engineering shear.

## 1. The simple case: a (001) film

In the cube axes Hooke's law reads

\[
\sigma_{ii}=(C_{11}-C_{12})\varepsilon_{ii}+C_{12}\,t,\qquad
\sigma_{ij}=2C_{44}\varepsilon_{ij}\quad(i\ne j),
\]

with no sum over \(i\) and \(t=\varepsilon_{11}+\varepsilon_{22}+\varepsilon_{33}\).

For a film normal along axis 3, the substrate fixes \(\varepsilon_{11}=\varepsilon_{22}=e\) and \(\varepsilon_{12}=0\). The other three components follow from the free face, where \(\sigma_{13}=\sigma_{23}=\sigma_{33}=0\). The first two conditions give \(\varepsilon_{13}=\varepsilon_{23}=0\). The third gives

\[
2C_{12}e+C_{11}\varepsilon_{33}=0
\quad\Rightarrow\quad
\varepsilon_{33}=-\frac{2C_{12}}{C_{11}}e .
\]

The in-plane stress is then

\[
\sigma_{11}=\sigma_{22}=(C_{11}+C_{12})e+C_{12}\varepsilon_{33}
=\frac{C_{11}^2+C_{11}C_{12}-2C_{12}^2}{C_{11}}\,e .
\]

The numerator factorizes, so

\[
M_{001}=\frac{(C_{11}-C_{12})(C_{11}+2C_{12})}{C_{11}} .
\]

**Limit.** If \(C_{12}=0\), strains along different cube axes do not interact. The film then does not contract along its normal, and \(M_{001}=C_{11}\), as it should.

The constant \(C_{44}\) is absent because no cube-axis shear occurs. For a (111) film this will change, and the free-face conditions must be solved for a tilted normal.

## 2. What stability supplies

Stability means that the energy density \(W=\tfrac12\sigma_{ij}\varepsilon_{ij}\) is positive for every nonzero strain. From Hooke's law,

\[
W=\tfrac12(C_{11}-C_{12})\sum_i\varepsilon_{ii}^2+\tfrac12C_{12}t^2
+2C_{44}(\varepsilon_{12}^2+\varepsilon_{23}^2+\varepsilon_{31}^2).
\]

Write \(\varepsilon_{ii}=t/3+d_i\) with \(\sum_i d_i=0\). Then \(\sum_i\varepsilon_{ii}^2=t^2/3+\sum_i d_i^2\), and the \(t^2\) terms combine to \((C_{11}-C_{12}+3C_{12})t^2/6\). Hence

\[
W=\frac B6t^2+\frac{C_{11}-C_{12}}2\sum_i d_i^2
+2C_{44}(\varepsilon_{12}^2+\varepsilon_{23}^2+\varepsilon_{31}^2).
\]

The three parts can be varied independently, so stability is equivalent to

\[
B>0,\qquad C_{11}-C_{12}>0,\qquad C_{44}>0 .
\]

Since \(3C_{11}=B+2(C_{11}-C_{12})\), it follows that \(C_{11}>0\). The sign of \(C_{12}\) remains free.

## 3. A film with any normal

Let \(\mathbf n\) be the unit normal. The strain \(e\mathbf I\), with \(\mathbf I\) the unit tensor, has the required in-plane part. Any other admissible strain differs from it only in components that involve the normal. With orthonormal in-plane vectors \(\mathbf p,\mathbf q\), let these differences be \(\delta_{pn},\delta_{qn},\delta_{nn}\). They are collected in the vector \(\mathbf a=2\delta_{pn}\mathbf p+2\delta_{qn}\mathbf q+\delta_{nn}\mathbf n\), so that

\[
\varepsilon_{ij}=e\,\delta_{ij}+\tfrac12(a_in_j+n_ia_j),
\]

where \(\delta_{ij}\) is the unit tensor. No out-of-plane shear has been discarded.

The part \(e\mathbf I\) produces the stress \([(C_{11}-C_{12})+3C_{12}]e\,\mathbf I=Be\,\mathbf I\), and hence the traction \(Be\,\mathbf n\). The part containing \(\mathbf a\) has diagonal strains \(a_in_i\) and trace \(\mathbf a\cdot\mathbf n\). Component \(i\) of its traction is

\[
\big[(C_{11}-C_{12})a_in_i+C_{12}\,\mathbf a\cdot\mathbf n\big]n_i
+C_{44}\sum_{j\ne i}(a_in_j+a_jn_i)n_j .
\]

Because \(\mathbf n\) has unit length, the last sum equals \(a_i(1-n_i^2)+n_i(\mathbf a\cdot\mathbf n-a_in_i)\). Collecting terms defines the acoustic tensor \(\Gamma\):

\[
(\Gamma\mathbf a)_i=C_{44}a_i+(C_{12}+C_{44})(\mathbf a\cdot\mathbf n)n_i-Hn_i^2a_i .
\]

The free face requires

\[
\Gamma\mathbf a=-Be\,\mathbf n .
\]

This equation has one solution. For any vector \(\mathbf b\), the product \(\mathbf b\cdot\Gamma\mathbf b\) is twice the energy density of the strain \(\tfrac12(b_in_j+n_ib_j)\). That strain vanishes only for \(\mathbf b=0\): applied to \(\mathbf n\) it gives \(\tfrac12[\mathbf b+(\mathbf b\cdot\mathbf n)\mathbf n]\), and if this is zero, its product with \(\mathbf n\) gives \(\mathbf b\cdot\mathbf n=0\) and then \(\mathbf b=0\). Stability thus makes \(\Gamma\) positive definite and invertible.

Setting \(\mathbf a=\mathbf n\) shows when the solution is simple:

\[
(\Gamma\mathbf n)_i=(C_{12}+2C_{44}-Hn_i^2)\,n_i .
\]

If all nonzero components of \(\mathbf n\) have the same magnitude, then \(\Gamma\mathbf n=L\mathbf n\), with \(L>0\). The two normals of interest have

\[
L_{001}=C_{12}+2C_{44}-H=C_{11},
\]
\[
L_{111}=C_{12}+2C_{44}-\frac H3=\frac{B+4C_{44}}3 .
\]

In both cases \(\mathbf a=-(Be/L)\mathbf n\). There is no out-of-plane shear, and the normal strain is \(e(1-B/L)\).

**Limit.** For (001) this gives \(e(C_{11}-B)/C_{11}=-2C_{12}e/C_{11}\), the result of section 1.

## 4. The (111) film

It remains to show that the stress is the same in every in-plane direction. For \(\mathbf n=(1,1,1)/\sqrt3\), all components of \(n_in_j\) equal \(1/3\). Hooke's law turns this strain into a stress with diagonal entries \((C_{11}-C_{12})/3+C_{12}=B/3\) and off-diagonal entries \(2C_{44}/3\). This stress can be written as

\[
\frac{B-2C_{44}}3\,\delta_{ij}+2C_{44}n_in_j .
\]

The second term has no in-plane components, and the first is the same in all directions. The in-plane stress is therefore equibiaxial. With \(3L_{111}=B+4C_{44}\),

\[
M_{111}=B-\frac B{L_{111}}\frac{B-2C_{44}}3
=B\left[1-\frac{B-2C_{44}}{B+4C_{44}}\right]
=\frac{6BC_{44}}{B+4C_{44}} .
\]

**A contrasting case.** A (110) normal also satisfies \(\Gamma\mathbf n=L\mathbf n\), with \(L_{110}=C_{12}+2C_{44}-H/2\), but in general its film has no single modulus. The strain \(n_in_j\) now has \(\tfrac12\) in the entries 11, 22 and 12. It gives the stress \(C_{12}\) along [001] and \((C_{11}+C_{12})/2-C_{44}\) along \([1\bar10]\). The film stresses per unit strain are then

\[
B\left(1-\frac{C_{12}}{L_{110}}\right),\qquad
B\left(1-\frac{(C_{11}+C_{12})/2-C_{44}}{L_{110}}\right).
\]

The second minus the first is \(BH/(2L_{110})\). A stable (110) film is equibiaxial in stress only if \(H=0\).

## 5. The comparison

Summing the diagonal part of Hooke's law gives \(\sigma_{11}+\sigma_{22}+\sigma_{33}=Bt\). In the (001) and (111) films the normal stress is zero, so the trace of the stress is \(2Me\). The trace of the strain is \(3e+\mathbf a\cdot\mathbf n=e(3-B/L)\). Therefore

\[
M=\frac B2\left(3-\frac BL\right).
\]

The two films differ only through \(L\). Subtracting,

\[
M_{111}-M_{001}=\frac{B^2}2\left(\frac1{L_{001}}-\frac1{L_{111}}\right)
=\frac{B^2}2\,\frac{L_{111}-L_{001}}{L_{001}L_{111}} .
\]

From section 3, \(L_{111}-L_{001}=2H/3\). Inserting this and \(L_{111}=(B+4C_{44})/3\),

\[
M_{111}-M_{001}=\frac{B^2}2\cdot\frac{2H}3\cdot\frac3{C_{11}(B+4C_{44})}
=\frac{B^2H}{C_{11}(B+4C_{44})} .
\]

For a stable crystal \(B^2\), \(C_{11}\) and \(B+4C_{44}\) are positive. If \(H=0\), the moduli are equal; if the moduli are equal, \(H=0\). This proves both directions.

**Isotropic limit.** With \(H=0\), \(C_{11}-C_{12}=2C_{44}\), and Hooke's law becomes \(\sigma_{ij}=2C_{44}\varepsilon_{ij}+C_{12}t\,\delta_{ij}\). This has the same form in every set of axes, so every film normal has the same equibiaxial modulus. Equality for the two orientations (001) and (111) thus implies equality for all. In terms of Young's modulus \(E\) and Poisson's ratio \(\nu\), the common value is \(E/(1-\nu)\): with \(C_{12}=\lambda\) and \(C_{44}=\mu\), both expressions equal \(2\mu(3\lambda+2\mu)/(\lambda+2\mu)\).

**Where the theorem fails.** Take \(C_{11}=2\), \(C_{12}=-1\), \(C_{44}=1\) in arbitrary units. Then \(B=0\), and both moduli vanish although \(C_{11}-C_{12}=3\) differs from \(2C_{44}=2\). A uniform dilatation costs no energy in this crystal, so either film can take the strain \(e\mathbf I\) without stress. The equivalence therefore needs \(B\ne0\), which stability guarantees.

## 6. Why a shear stiffness decides the matter

The same result can be read from the energy. In both films the strain has the form \(e\mathbf I-s\,\mathbf n\otimes\mathbf n\), where \(s\) measures the contraction along the normal relative to \(e\mathbf I\). Its trace is \(3e-s\), and its traceless part is \(-s(\mathbf n\otimes\mathbf n-\mathbf I/3)\).

For (001) the traceless part is diagonal, with entries \(s/3,s/3,-2s/3\). The sum of their squares is \(2s^2/3\), and by section 2 the shear energy is \((C_{11}-C_{12})s^2/3\). For (111) the traceless part has only the off-diagonal entries \(-s/3\), and the shear energy is \(2C_{44}\cdot3(s/3)^2=2C_{44}s^2/3\). Both cases are covered by

\[
W=\frac B6(3e-s)^2+\frac D3s^2,\qquad
D_{001}=C_{11}-C_{12},\quad D_{111}=2C_{44}.
\]

The free face makes \(W\) stationary in \(s\): \(-B(3e-s)+2Ds=0\), so \(s=3Be/(B+2D)\) and \(3e-s=6De/(B+2D)\). Inserting these,

\[
W=\frac{6BD^2+3B^2D}{(B+2D)^2}e^2=\frac{3BD}{B+2D}e^2 .
\]

The work done by the two in-plane stresses is \(2\cdot\tfrac12(Me)e=Me^2\). Hence

\[
M=\frac{3BD}{B+2D},\qquad \frac{dM}{dD}=\frac{3B^2}{(B+2D)^2}>0 .
\]

Both films share the function \(M(D)\), which rises strictly with \(D\). Equal moduli therefore require equal \(D\), which is the isotropy condition again.

**Two limits.** With the anisotropy ratio \(A=2C_{44}/(C_{11}-C_{12})\),

\[
\frac{M_{111}}{M_{001}}=A\,\frac{B+2D_{001}}{B+2AD_{001}} .
\]

For a nearly incompressible crystal, \(B\gg D\), each modulus tends to \(3D\) and the ratio tends to \(A\). For \(B\ll D\), each modulus tends to \(3B/2\) and the ratio tends to 1, because the film then barely shears and mostly dilates. For finite positive \(B\) and \(A\neq1\), the ratio lies strictly between 1 and \(A\).

## 7. A copper film on silicon

Rough typical constants for copper are \(C_{11}=170\), \(C_{12}=120\) and \(C_{44}=75\) GPa. They give \(C_{11}-C_{12}=50\) GPa and \(2C_{44}=150\) GPa, so \(A=3\), \(B=410\) GPa and \(H=100\) GPa. The numbers below treat the rough inputs as exact, so that the formulas can be compared; for a real film at most two figures are meaningful, and \(M_{001}\) is sensitive to the small difference \(C_{11}-C_{12}\): measured constants near 168.4, 121.4 and 75.4 GPa give \(M_{001}\approx115\) GPa, about 5 % lower, \(M_{111}\approx261\) GPa, a ratio near 2.27 and \(A\approx3.2\). The moduli are

\[
M_{001}=\frac{50\times410}{170}=120.6\ \text{GPa},\qquad
M_{111}=\frac{6\times410\times75}{410+300}=259.9\ \text{GPa}.
\]

The difference formula gives \(410^2\times100/(170\times710)=139.3\) GPa, in agreement. The ratio is 2.155, between 1 and \(A=3\). The normal strain is \(-1.412e\) for (001) and \(-0.732e\) for (111): the (111) film resists the shear more strongly and contracts less.

Now hold \(C_{11}\) and \(C_{12}\) fixed and lower \(C_{44}\) to the isotropic value of 25 GPa. \(M_{001}\) does not change, while \(M_{111}=6\times410\times25/510=120.6\) GPa, and the two coincide.

Let the film be 500 nm thick on a 500 µm silicon wafer, free of stress at 350 K and cooled by 50 K to 300 K. With rough expansion coefficients of \(17\times10^{-6}\) and \(3\times10^{-6}\) per kelvin, copper would shrink more than silicon, and the film is stretched by

\[
e=14\times10^{-6}\times50=7.0\times10^{-4}.
\]

The stress \(Me\) is 84.4 MPa for (001) and 181.9 MPa for (111). The energy densities \(Me^2\) are 59.1 and 127.3 kJ/m³. The same cooling thus loads the two orientations very differently.

## 8. What the model leaves out

**Yield.** For a rough film yield stress of 300 MPa, the (111) film would yield after cooling by \(300/(259.9\times10^3\times14\times10^{-6})\approx82\) K. That yield stress suits a fine-grained or capped film. The example stays below it, but a cooling by several hundred kelvin would not, and the linear stress would then be an overestimate. A single-crystal film with a free face can yield much earlier. An isotropic energy balance for a threading dislocation gliding through 500 nm of copper puts the threshold at roughly 65 to 100 MPa for (111) and 40 to 50 MPa for (001), below the stresses of section 7. For such a film those stresses are elastic upper bounds, reached only if dislocation glide is hindered.

**Orientation.** Tilt the normal by 5° from [111] towards [001]. Solving \(\Gamma\mathbf a=-Be\,\mathbf n\) numerically and diagonalizing the in-plane stress gives 244.2 and 269.3 GPa along the two principal directions, about 6 % below and 4 % above the untilted modulus.

**Wafer compliance.** The film force per unit width, \(F=Meh_f\), compresses a wafer of thickness \(h_s\) and biaxial modulus \(M_s\) by \(F/(M_sh_s)\). It also bends the wafer, which adds \(3F/(M_sh_s)\) at the film: the moment \(Fh_s/2\) divided by \(M_sh_s^3/12\) is the curvature, and half the thickness times the curvature is the surface strain. With a rough \(M_s=180\) GPa, the value for a (001) wafer (a (111) wafer has about 229 GPa), the fraction of \(e\) lost is \(4\times259.9\times0.5/(180\times500)\approx0.58\,\%\).

**Temperature.** A rough softening rate of \(3\times10^{-4}\) per kelvin changes the stiffness by 1.5 % over the 50 K. If the constants are adiabatic, as from sound velocities, slow cooling calls for isothermal ones. A pressure \(P\) applied adiabatically warms the crystal by \(T\beta P/c\), where \(\beta\) is the volume expansion coefficient and \(c\) the heat capacity per volume at constant pressure. The warming offsets part of the compression, so

\[
\frac1{K_T}=\frac1{K_S}+\frac{T\beta^2}c .
\]

With \(K_S=B/3=136.7\) GPa, \(\beta=5.1\times10^{-5}\) per kelvin and a rough \(c=3.4\) MJ/(m³ K), \(K_T=132.5\) GPa at 300 K. Shear without volume change is unaffected in a cubic crystal, so \(C_{11}\) and \(C_{12}\) both fall by \(K_S-K_T\). This lowers \(M_{001}\) by 0.6 % and \(M_{111}\) by 1.3 %.

**Smaller terms.** The volume strain of the (111) film is \(e(3-B/L_{111})=8.9\times10^{-4}\). Multiplied by a rough pressure derivative of 5 for the bulk modulus, it gives about 0.4 % for the volume part of the anharmonic stiffness change. The shear part adds to this: measured third-order constants of copper lower the tangent modulus by about 1 % for (111) and 1.6 % for (001), and the stress by about half as much. A rough surface stress of 1.5 N/m, spread over 500 nm, amounts to 3 MPa. Both are estimates of size, not corrections.

**Beside a real film.** Among the elastic effects estimated here, the largest comes from giving up the single crystal. A copper film on silicon can be polycrystalline, with (111) and (001) grains side by side. If wide grains of both kinds covered equal areas and kept the same in-plane strain, the mean stress would be \((84.4+181.9)/2\approx133\) MPa, about 27 % below that of a pure (111) film. This exceeds each of the elastic corrections above. Using one modulus for such a film without knowing the share of each kind of grain is justified only when the difference between \(M_{111}\) and \(M_{001}\) is small enough for the required accuracy.

All numerical values are calculated from the stated model.
